# XDM C8 and C10 for two hydrogen atoms

**Question**

I am trying to evaluate the exchange-hole dipole moment (XDM) dispersion coefficients for two hydrogen atoms by hand. In atomic units, for atoms \(a\) and \(b\) with polarizabilities \(\alpha_a,\alpha_b\), the formulas I have are

\[
C_6=\frac{\alpha_a\alpha_b M_{1a}M_{1b}}{D},\qquad
C_8=\frac32\,\frac{\alpha_a\alpha_b(M_{1a}M_{2b}+M_{2a}M_{1b})}{D},
\]
\[
C_{10}=2\,\frac{\alpha_a\alpha_b(M_{1a}M_{3b}+M_{3a}M_{1b})}{D}+\frac{21}{5}\,\frac{\alpha_a\alpha_b M_{2a}M_{2b}}{D},
\]

with \(D=M_{1a}\alpha_b+M_{1b}\alpha_a\) and

\[
M_l\equiv\langle M_l^2\rangle=\int\rho(\mathbf r)\,\big[r^l-(r-d_X)^l\big]^2\,d^3r .
\]

Here \(d_X(\mathbf r)\) is the distance from the reference electron to the centre of its exchange hole. What is \(d_X\) when the atom has one electron? And if my results disagree with the exact \(C_8=124.4\) and \(C_{10}=3285.8\), how do I tell an arithmetic slip from a fault of the model?

**Answer**

I take two ground-state atoms with fixed nuclei, nonrelativistic and far enough apart that their densities do not overlap. Then the leading terms of the dispersion energy are \(E_{\rm disp}\approx-C_6/R^6-C_8/R^8-C_{10}/R^{10}\), undamped. "Exact" means second-order perturbation theory in the interaction of these atoms. Each atom has its free polarizability, \(\alpha=9/2\), derived below.

**The hole and the moments**

The one-electron density matrix is \(\gamma(\mathbf r,\mathbf r')=\psi(\mathbf r)\psi(\mathbf r')\), so the hole seen from \(\mathbf r\) is

\[
\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)}=\psi(\mathbf r')^2=\rho(\mathbf r').
\]

It cancels the electron's self-repulsion. It does not depend on \(\mathbf r\) and is centred on the nucleus, so \(d_X=r\). The bracket in \(M_l\) becomes \(r^l\), and with \(\rho=e^{-2r}/\pi\),

\[
M_l=\langle r^{2l}\rangle=4\int_0^\infty r^{2l+2}e^{-2r}dr=\frac{(2l+2)!}{2^{2l+1}},
\]

which gives \(M_1=3\), \(M_2=45/2\), \(M_3=315\).

**The coefficients**

For equal atoms \(D=2M_1\alpha\), so \(\alpha^2/D=\alpha/(2M_1)\), and

\[
C_6=\tfrac12\alpha M_1=\tfrac12\cdot\tfrac92\cdot3=\tfrac{27}{4}=6.75,
\]
\[
C_8=\tfrac32\alpha M_2=\tfrac32\cdot\tfrac92\cdot\tfrac{45}{2}=\tfrac{1215}{8}=151.875,
\]
\[
C_{10}=2\alpha M_3+\frac{21}{10}\frac{\alpha M_2^2}{M_1}=2835+1594.6875=4429.6875 .
\]

| | XDM (a.u.) | exact (a.u.) | XDM excess over exact |
|---|---|---|---|
| \(C_6\) | 6.750 | 6.499 | 3.9 % |
| \(C_8\) | 151.9 | 124.4 | 22 % |
| \(C_{10}\) | 4430 | 3285.8 | 35 % |

In other units, \(C_8\) is 25.41 (XDM) against 20.82 (exact) eV Å\(^8\), and \(C_{10}\) is 207.6 against 154.0 eV Å\(^{10}\).

So a disagreement is expected. To find its source, compare the XDM formulas with the second-order sum they approximate.

**The exact second-order sum**

Let \(\mathbf a,\mathbf b\) be the electron positions relative to their own nuclei, and put the \(z\) axis along \(\mathbf R\). The interaction is

\[
V=\frac1R-\frac1{|\mathbf R+\mathbf b|}-\frac1{|\mathbf R-\mathbf a|}+\frac1{|\mathbf R-\mathbf u|},\qquad \mathbf u=\mathbf a-\mathbf b .
\]

For \(u<R\) the last term expands as \(\sum_n u^nP_n(\cos\theta_u)/R^{n+1}\). The electrons can reach any distance, so the resulting energy series in \(1/R\) is asymptotic rather than convergent. The first three terms cancel every part that does not contain both \(\mathbf a\) and \(\mathbf b\).

To separate \(\mathbf a\) from \(\mathbf b\), use the vector \(\boldsymbol\kappa(\tau)=(i\cos\tau,\,i\sin\tau,\,1)\), for which \(\boldsymbol\kappa\cdot\boldsymbol\kappa=0\). Define \(h_{lm}\) by

\[
\frac{(\boldsymbol\kappa\cdot\mathbf r)^l}{l!}=\sum_{m=-l}^{l}e^{im\tau}h_{lm}(\mathbf r).
\]

Because \(\boldsymbol\kappa\) is null, each \(h_{lm}\) solves Laplace's equation, so it is a solid harmonic of rank \(l\). Its \(m=0\) member is \(r^lP_l/l!\), by Laplace's integral for \(P_l\). Comparing the two sides of \(e^{\boldsymbol\kappa\cdot(\mathbf a-\mathbf b)}=e^{\boldsymbol\kappa\cdot\mathbf a}e^{-\boldsymbol\kappa\cdot\mathbf b}\) at \(m=0\) and degree \(n\) gives

\[
u^nP_n=n!\sum_{l+k=n}(-1)^k\sum_m h_{lm}(\mathbf a)\,h_{k,-m}(\mathbf b).
\]

Next comes the average of \(|h_{lm}|^2\) over directions. For null vectors \(\boldsymbol\kappa,\boldsymbol\lambda\) and a Gaussian vector \(\mathbf x\) of unit variance per component, only cross pairings survive: \(\overline{(\boldsymbol\kappa\cdot\mathbf x)^l(\boldsymbol\lambda\cdot\mathbf x)^l}=l!\,(\boldsymbol\kappa\cdot\boldsymbol\lambda)^l\). Dividing by \(\overline{|\mathbf x|^{2l}}=(2l+1)!!\) leaves the average over unit vectors. Take \(\boldsymbol\lambda=\boldsymbol\kappa(\tau')^*\) and \(\delta=\tau-\tau'\). Then

\[
(\boldsymbol\kappa\cdot\boldsymbol\lambda)^l=(1+\cos\delta)^l=2^{-l}\big(e^{i\delta/2}+e^{-i\delta/2}\big)^{2l}=2^{-l}\sum_m\binom{2l}{l+m}e^{im\delta}.
\]

The coefficient of \(e^{im\delta}\), divided by \((l!)^2\), and the identity \((2l+1)!!=(2l+1)!/(2^l\,l!)\) give

\[
\overline{|h_{lm}|^2}=\frac{r^{2l}}{(2l+1)(l+m)!(l-m)!}.
\]

Now let the ground state be excited to radial state \(\nu\) of rank \(l\) on \(a\) and \(\mu\) of rank \(k\) on \(b\), with excitation energies \(\omega_\nu,\omega_\mu\) and radial matrix elements \(t_\nu=\langle\nu|r^l|0\rangle\), \(t_\mu=\langle\mu|r^k|0\rangle\). The energies do not depend on \(m\), and different \(m\) lead to different final states, so the squares add. With \(N=l+k\), their angular weight is

\[
w_{lk}=\frac{1}{(2l+1)(2k+1)}\sum_m\binom{N}{l-m}\binom{N}{l+m}
=\frac{(2l+2k)!}{(2l)!\,(2k)!\,(2l+1)(2k+1)} .
\]

The last step is Vandermonde's identity, \(\sum_m\binom{N}{l-m}\binom{N}{l+m}=\binom{2N}{2l}\). Each ordered pair of ranks therefore contributes

\[
C(l,k)=w_{lk}\sum_{\nu\mu}\frac{t_\nu^2\,t_\mu^2}{\omega_\nu+\omega_\mu}
\]

to the coefficient of \(R^{-2(l+k+1)}\). The weights are \(w_{11}=2/3\), \(w_{12}=1\), \(w_{13}=4/3\), \(w_{22}=14/5\). \(C_8\) collects \((1,2)\) and \((2,1)\); \(C_{10}\) collects \((1,3)\), \((3,1)\) and \((2,2)\).

**Where XDM approximates**

Completeness gives \(\sum_\nu t_\nu^2=\langle r^{2l}\rangle\), which for hydrogen is the XDM moment \(M_l\). Now replace every excitation energy on an atom by one number, \(\Delta=2M_1/(3\alpha)\). The denominator becomes

\[
\frac1{\Delta_a+\Delta_b}=\frac32\,\frac{\alpha_a\alpha_b}{M_{1a}\alpha_b+M_{1b}\alpha_a}.
\]

Multiplying by \(w_{lk}\) gives the prefactors \(1,\ 3/2,\ 2,\ 21/5\) of your formulas. For hydrogen the numerators are thus exact, and the whole error lies in the energy denominators.

**The right mean energy for each multipole**

The number \(\Delta\) is fixed by the dipole polarizability. To see what the higher multipoles need, apply a perturbation \(F r^lP_l\) and write the first-order function as \(-F f\psi\). Since \(\nabla\psi=-\psi\,\hat{\mathbf r}\), the first-order equation reduces to

\[
-\tfrac12\nabla^2f+\partial_rf=r^lP_l .
\]

Try \(f=(Ar^{l+1}+Br^l)P_l\). The function \(r^lP_l\) is harmonic, and \(\nabla^2(r^{l+1}P_l)=[(l+1)(l+2)-l(l+1)]\,r^{l-1}P_l=2(l+1)r^{l-1}P_l\). Matching powers of \(r\):

\[
r^l:\ (l+1)A=1,\qquad r^{l-1}:\ -(l+1)A+lB=0,
\]

so \(A=1/(l+1)\) and \(B=1/l\). The second-order energy is \(-F^2\langle r^lP_lf\rangle=-\tfrac12\alpha_lF^2\), and the angular average of \(P_l^2\) is \(1/(2l+1)\). Hence

\[
\alpha_l=\frac{2}{2l+1}\left[\frac{\langle r^{2l+1}\rangle}{l+1}+\frac{\langle r^{2l}\rangle}{l}\right].
\]

For \(l=1\), with \(\langle r^3\rangle=15/2\), this is \(\tfrac23(\tfrac{15}{4}+3)=\tfrac92\), the value used above.

The sum-over-states form is \(\alpha_l=\frac{2}{2l+1}\sum_\nu t_\nu^2/\omega_\nu\). Define \(\Delta_l\) so that \(M_l/\Delta_l\) equals this last sum. With \(\langle r^{2l+1}\rangle/\langle r^{2l}\rangle=(2l+3)/2\),

\[
\frac1{\Delta_l}=\frac{2l+3}{2(l+1)}+\frac1l,\qquad
\Delta_1=\tfrac49,\quad\Delta_2=\tfrac35,\quad\Delta_3=\tfrac{24}{35}.
\]

These are 12.09, 16.33 and 18.66 eV. The higher multipoles respond at higher energies, but XDM assigns 12.09 eV to all of them. Its denominators are too small, and its \(C_8\) and \(C_{10}\) too large.

With a separate energy for each rank,

\[
C_8=\frac{2\cdot1\cdot3\cdot\frac{45}{2}}{\frac49+\frac35}=129.3,\qquad
C_{10}=\frac{2\cdot\frac43\cdot3\cdot315}{\frac49+\frac{24}{35}}+\frac{\frac{14}{5}\left(\frac{45}{2}\right)^2}{2\cdot\frac35}=3411 .
\]

These exceed the exact values by 3.9 % and 3.8 %, much like \(C_6\). The shared dipole energy therefore accounts for 82 % of the XDM excess in \(C_8\) and 89 % of that in \(C_{10}\).

**Why the remaining error is also positive**

Set \(x=1/\omega_\nu\), \(y=1/\omega_\mu\). Then \(1/(\omega_\nu+\omega_\mu)=xy/(x+y)\equiv g\), with second derivatives

\[
g_{xx}=\frac{-2y^2}{(x+y)^3},\qquad g_{yy}=\frac{-2x^2}{(x+y)^3},\qquad g_{xy}=\frac{2xy}{(x+y)^3}.
\]

The determinant of this matrix is zero and its trace is negative, so \(g\) is concave. The normalized weights \(t_\nu^2/M_l\) give \(x\) the mean \(1/\Delta_l\), and likewise for \(y\). By Jensen's inequality the average of \(g\) cannot exceed its value at the means, \(1/(\Delta_l+\Delta_k)\). One energy per rank thus gives an upper bound, and XDM, with its lower energies, lies above that bound for \(C_8\) and \(C_{10}\).

This ordering relies on exact moments and polarizabilities. In a many-electron atom the XDM moments are themselves approximate, so the argument does not fix the sign of the error there.

**What it does to the energy**

At \(R=5\) Å, without damping:

| term | XDM (\(10^{-5}\) eV) | exact (\(10^{-5}\) eV) |
|---|---|---|
| \(-C_6/R^6\) | −25.81 | −24.85 |
| \(-C_8/R^8\) | −6.51 | −5.33 |
| \(-C_{10}/R^{10}\) | −2.13 | −1.58 |
| sum | −34.44 | −31.76 |

The sum is too attractive by 8.5 % of the exact-coefficient sum. This figure is the average of the three excesses, 3.9 %, 22 % and 35 %, weighted by the exact terms. The \(C_6\) term carries \(24.85/31.76=78\) % of the weight, which keeps the average low, although the largest absolute excess comes from \(C_8\): 1.18, against 0.96 from \(C_6\) and 0.55 from \(C_{10}\), in units of \(10^{-5}\) eV. As \(R\) grows, the relative error falls towards the 3.9 % of \(C_6\). At short range the higher terms gain weight, but there the atoms overlap and the undamped series no longer describes the interaction. The table compares coefficients; it is not a full interaction energy at 5 Å. Overlap already matters there: exchange lowers the singlet and raises the triplet by about 3.8, more than the XDM excess of 2.68 in the sum, and the omitted second-order \(R^{-12}\) and \(R^{-14}\) terms add −0.65 and −0.36, all in units of \(10^{-5}\) eV.

So if you found 151.875 and 4429.6875, your arithmetic is right. The numerical check obtains the exact coefficients separately, by diagonalizing the hydrogen Hamiltonian for \(l=1,2,3\).

## Computed values

```
l=1: <M_l^2> = 3 a.u., alpha_l = 9/2 a.u.
l=1: mean excitation energy = 12.094 eV
l=2: <M_l^2> = 45/2 a.u., alpha_l = 15 a.u.
l=2: mean excitation energy = 16.327 eV
l=3: <M_l^2> = 315 a.u., alpha_l = 525/4 a.u.
l=3: mean excitation energy = 18.659 eV
angular weight w(1, 1) = 2/3
angular weight w(1, 2) = 1
angular weight w(1, 3) = 4/3
angular weight w(2, 2) = 14/5
C6 XDM = 27/4 = 6.7500 a.u.
C6 XDM = 4.033 eV angstrom^6
C6 exact = 6.499 a.u.
C6 exact = 3.883 eV angstrom^6
C6 rank-specific closure = 6.750 a.u.
C6 excess of XDM = 3.86 %
C6 excess of rank-specific closure = 3.86 %
C8 XDM = 1215/8 = 151.8750 a.u.
C8 XDM = 25.412 eV angstrom^8
C8 exact = 124.399 a.u.
C8 exact = 20.815 eV angstrom^8
C8 rank-specific closure = 129.255 a.u.
C8 excess of XDM = 22.09 %
C8 excess of rank-specific closure = 3.90 %
C10 XDM = 70875/16 = 4429.6875 a.u.
C10 XDM = 207.556 eV angstrom^10
C10 exact = 3285.828 a.u.
C10 exact = 153.960 eV angstrom^10
C10 rank-specific closure = 3411.025 a.u.
C10 excess of XDM = 34.81 %
C10 excess of rank-specific closure = 3.81 %
C8 share of XDM excess due to common energy = 82.3 %
C10 share of XDM excess due to common energy = 89.1 %
C10 XDM, dipole-octupole part = 2835.0000 a.u.
C10 XDM, quadrupole-quadrupole part = 1594.6875 a.u.
largest relative change, 14 to 20 basis functions = 8.5e-14
distance R = 5.0 angstrom
-C6/R^6: XDM -2.5813e-04 eV, exact -2.4853e-04 eV
-C8/R^8: XDM -6.5056e-05 eV, exact -5.3286e-05 eV
-C10/R^10: XDM -2.1254e-05 eV, exact -1.5765e-05 eV
sum of three terms: XDM -3.4444e-04 eV, exact -3.1759e-04 eV
excess of XDM in the sum = 8.46 %
```
